# Coriolis coupling as a curved gauge potential: the triatomic case

Symmetry and scaling fix the form of the rotation that a triatomic molecule acquires when its shape goes round a closed cycle at zero angular momentum. Take point nuclei moving in a plane, remove the centre of mass, and write the two mass-weighted Jacobi vectors (defined below) as complex numbers $z=(z_1,z_2)$. The kinetic energy $\tfrac12\dot z^\dagger\dot z$ and the angular momentum $\mathrm{Im}(z^\dagger\dot z)$ are unchanged by $z\to Uz$ for any constant unitary $U$. An overall rotation is the phase $z\to e^{i\chi}z$, and the shape is the phase-independent vector $\mathbf w=(z^\dagger\sigma_3z,\ z^\dagger\sigma_1z,\ z^\dagger\sigma_2z)$, on which $U\in SU(2)$ acts as an ordinary rotation. The turn produced by a small loop is the flux of some vector field through that loop. Invariance under rotations of $\mathbf w$ makes the field radial, and invariance of angles under $z\to\lambda z$ makes it fall as $|\mathbf w|^{-2}$. The turn is therefore $\Delta\chi=-g\,\Omega$, with $\Omega$ the solid angle of the loop and $g$ a pure number.

That number cannot be zero. On the path $z(t)=e^{-it\,\mathbf n\cdot\boldsymbol\sigma/2}z(0)$, with $\boldsymbol\sigma=(\sigma_3,\sigma_1,\sigma_2)$ and $\mathbf n\perp\mathbf w$ a unit vector, the angular momentum is $-\tfrac12\mathbf n\cdot\mathbf w=0$. At $t=2\pi$ the shape has run round a great circle, $|\Omega|=2\pi$, and $z=-z(0)$, a turn by $\pi$. So $g$ is a half-odd integer, and the calculation below gives $g=\tfrac12$. The field is the curvature of the Coriolis coupling, and it is the obstruction to removing that coupling by a choice of axes.

## The Coriolis term as a gauge potential

Positions relative to the centre of mass are $\mathbf r_i=R\,\mathbf x_i(q)$, where $q^k$ are shape coordinates, the functions $\mathbf x_i(q)$ define the molecule-fixed frame and $R$ is a rotation matrix. Let $[\mathbf v]$ be the matrix with $[\mathbf v]\mathbf y=\mathbf v\times\mathbf y$; it obeys $[\mathbf u][\mathbf v]-[\mathbf v][\mathbf u]=[\mathbf u\times\mathbf v]$ and $S^T[\mathbf v]S=[S^T\mathbf v]$ for a rotation $S$. With $R^T\dot R=[\boldsymbol\omega]$, and repeated indices summed, $R^T\dot{\mathbf r}_i=\boldsymbol\omega\times\mathbf x_i+\partial_k\mathbf x_i\,\dot q^k$. Squaring, and using $(\boldsymbol\omega\times\mathbf x)\cdot\mathbf y=\boldsymbol\omega\cdot(\mathbf x\times\mathbf y)$ in the cross term,

$$T=\tfrac12\boldsymbol\omega\cdot\mathsf I\boldsymbol\omega+\boldsymbol\omega\cdot\mathbf c_k\dot q^k+\tfrac12h_{kl}\dot q^k\dot q^l,$$

with $\mathsf I$ the inertia tensor, $\mathbf c_k=\sum_im_i\,\mathbf x_i\times\partial_k\mathbf x_i$ and $h_{kl}=\sum_im_i\,\partial_k\mathbf x_i\cdot\partial_l\mathbf x_i$. For a non-collinear shape $\mathsf I$ is invertible. Define $\mathbf A_k=\mathsf I^{-1}\mathbf c_k$ and complete the square:

$$T=\tfrac12(\boldsymbol\omega+\mathbf A_k\dot q^k)\cdot\mathsf I(\boldsymbol\omega+\mathbf A_l\dot q^l)+\tfrac12g_{kl}\dot q^k\dot q^l,\qquad g_{kl}=h_{kl}-\mathbf A_k\cdot\mathsf I\mathbf A_l .$$

The body components of angular momentum are $\mathbf L=\partial T/\partial\boldsymbol\omega=\mathsf I(\boldsymbol\omega+\mathbf A_k\dot q^k)$, and the shape momenta are $p_k=\partial T/\partial\dot q^k=\mathbf A_k\cdot\mathbf L+g_{kl}\dot q^l$. Solving these two relations for the velocities and inserting them in $T$ gives

$$H=\tfrac12\mathbf L\cdot\mathsf I^{-1}\mathbf L+\tfrac12g^{kl}(p_k-\mathbf A_k\cdot\mathbf L)(p_l-\mathbf A_l\cdot\mathbf L)+V(q).$$

The Coriolis coupling is the term $-g^{kl}p_k\,\mathbf A_l\cdot\mathbf L$; it vanishes identically where $\mathbf A_k=0$.

A new frame is $\mathbf x_i=S(q)\,\mathbf x_i'$, $R'=RS$. Then $R'^T\dot R'=S^T[\boldsymbol\omega]S+S^T\dot S$, so $\boldsymbol\omega'=S^T\boldsymbol\omega+\boldsymbol\gamma_k\dot q^k$ with $[\boldsymbol\gamma_k]=S^T\partial_kS$. Since $\mathbf L'=S^T\mathbf L$ and $\mathsf I'=S^T\mathsf IS$, the combination $\mathsf I^{-1}\mathbf L$ obeys $\boldsymbol\omega'+\mathbf A'_k\dot q^k=S^T(\boldsymbol\omega+\mathbf A_k\dot q^k)$, and hence

$$\mathbf A'_k=S^T\mathbf A_k-\boldsymbol\gamma_k .$$

The inhomogeneous term can cancel $\mathbf A_k$ in places. What it cannot cancel is found from the operator $D_k=\partial_k-[\mathbf A_k]$ acting on vector functions of shape. Expanding the commutator, the second derivatives cancel and

$$[D_k,D_l]=-[\mathbf B_{kl}],\qquad \mathbf B_{kl}=\partial_k\mathbf A_l-\partial_l\mathbf A_k-\mathbf A_k\times\mathbf A_l .$$

Because $S^T\partial_k(S\mathbf f)=\partial_k\mathbf f+[\boldsymbol\gamma_k]\mathbf f$, the transformation law says $D'_k=S^TD_kS$. Commutators then transform the same way, and $\mathbf B'_{kl}=S^T\mathbf B_{kl}$. If $\mathbf A'_k$ vanished throughout an open region, its derivatives would vanish there, so $\mathbf B'$ and with it $\mathbf B$ would vanish. A nonzero $\mathbf B$ at a shape forbids a Coriolis-free frame in any neighbourhood of that shape.

The quantum kinetic operator carries the same object. The component of angular momentum along a space direction $\mathbf n$ is $-i\hbar\,\tfrac{d}{dt}f(e^{t[\mathbf n]}R)$ at $t=0$. For the body axis $\mathbf n=R\mathbf e_x$, $[R\mathbf e_x]=R[\mathbf e_x]R^T$ turns this into $J_xf=-i\hbar\,\tfrac{d}{dt}f(Re^{t[\mathbf e_x]})$. On the matrix elements of $R$, which determine a first-order operator, $J_xR=-i\hbar R[\mathbf e_x]$ and $J_xJ_yR=(-i\hbar)^2R[\mathbf e_x][\mathbf e_y]$, so $[J_x,J_y]R=(-i\hbar)^2R[\mathbf e_z]=-i\hbar J_zR$. With this anomalous sign, $[\mathbf A_k\cdot\mathbf J,\mathbf A_l\cdot\mathbf J]=-i\hbar(\mathbf A_k\times\mathbf A_l)\cdot\mathbf J$, and $\pi_k=-i\hbar\partial_k-\mathbf A_k\cdot\mathbf J$ obeys

$$[\pi_k,\pi_l]=i\hbar(\partial_k\mathbf A_l-\partial_l\mathbf A_k)\cdot\mathbf J-i\hbar(\mathbf A_k\times\mathbf A_l)\cdot\mathbf J=i\hbar\,\mathbf B_{kl}\cdot\mathbf J .$$

A volume weight conjugates each $\pi_k$ by a function of $q$, which commutes with the right side. Plain derivatives commute and the $\pi_k$ do not, so a frame can reduce one to the other only on states that every $\mathbf B_{kl}\cdot\mathbf J$ annihilates. All $J=0$ states are of this kind.

## The curvature of a triatomic

For two masses with centre $\mathbf X$, $m_1\mathbf x_1\circ\mathbf y_1+m_2\mathbf x_2\circ\mathbf y_2=(m_1+m_2)\mathbf X\circ\mathbf Y+\tfrac{m_1m_2}{m_1+m_2}(\mathbf x_2-\mathbf x_1)\circ(\mathbf y_2-\mathbf y_1)$ for any bilinear product $\circ$, as follows by inserting $\mathbf x_{1}=\mathbf X-\tfrac{m_2}{m_1+m_2}(\mathbf x_2-\mathbf x_1)$ and its partners. Applying it to atoms 1 and 2, and then to their centre and atom A, turns every sum $\sum_im_i$ above into a unit-weight sum over

$$\boldsymbol\rho_1=\sqrt{\tfrac{m_1m_2}{m_1+m_2}}(\mathbf x_2-\mathbf x_1),\qquad \boldsymbol\rho_2=\sqrt{\tfrac{m_A(m_1+m_2)}{M}}(\mathbf X-\mathbf x_A),$$

with $M$ the total mass. Put the molecule in the body $xy$ plane. Then $\hat{\mathbf z}$ is a principal axis with moment $I_{zz}=\rho_1^2+\rho_2^2$, each $\mathbf c_k$ is a cross product of in-plane vectors, and $\mathbf A_k=A_k\hat{\mathbf z}$, so the cross term in $\mathbf B$ drops out. With $\varphi\in(0,\pi)$ the angle from $\boldsymbol\rho_1$ to $\boldsymbol\rho_2$,

$$\mathbf w=(\rho_1^2-\rho_2^2,\ 2\rho_1\rho_2\cos\varphi,\ 2\rho_1\rho_2\sin\varphi),\qquad W=|\mathbf w|=\rho_1^2+\rho_2^2=I_{zz},$$

and non-collinear shapes fill the half-space $w_3>0$. Setting $\rho_1=\sqrt W\cos(\vartheta/2)$, $\rho_2=\sqrt W\sin(\vartheta/2)$ gives $w_1=W\cos\vartheta$, $w_2=W\sin\vartheta\cos\varphi$, $w_3=W\sin\vartheta\sin\varphi$: spherical coordinates about $w_1$ in the right-handed order $(w_2,w_3,w_1)$.

Take the $x$ axis along $\boldsymbol\rho_1$. Then $\boldsymbol\rho_1\times d\boldsymbol\rho_1=0$ and $\boldsymbol\rho_2\times d\boldsymbol\rho_2=\rho_2^2\,d\varphi\,\hat{\mathbf z}$, so

$$A=\frac{\rho_2^2}{W}d\varphi=\tfrac12(1-\cos\vartheta)\,d\varphi,\qquad B_{\vartheta\varphi}=\tfrac12\sin\vartheta,\qquad B_{W\vartheta}=B_{W\varphi}=0 .$$

The flux is half the element of solid angle $\sin\vartheta\,d\vartheta\,d\varphi$, a monopole of strength $\tfrac12$ at $\mathbf w=0$. The metric follows from $h=d\rho_1^2+d\rho_2^2+\rho_2^2d\varphi^2$ by subtracting $WA^2=\rho_2^4d\varphi^2/W$. Since $\rho_2^2-\rho_2^4/W=\rho_1^2\rho_2^2/W=\tfrac14W\sin^2\vartheta$ and $d\rho_1^2+d\rho_2^2=dW^2/4W+\tfrac14Wd\vartheta^2$,

$$g=\frac{dW^2+W^2d\vartheta^2+W^2\sin^2\vartheta\,d\varphi^2}{4W}=\frac{d\mathbf w\cdot d\mathbf w}{4W}.$$

The magnitude of the curvature, independent of frame and coordinates, is

$$|B|=\Big(\tfrac12g^{km}g^{ln}\mathbf B_{kl}\cdot\mathbf B_{mn}\Big)^{1/2}=\frac{B_{\vartheta\varphi}}{\sqrt{g_{\vartheta\vartheta}g_{\varphi\varphi}}}=\frac{\tfrac12\sin\vartheta}{\tfrac14W\sin\vartheta}=\frac{2}{I_{zz}} .$$

It is nonzero at every non-collinear shape for any masses, so no open region of a triatomic's shape space admits a Coriolis-free frame. These relations, including the covariance law in a frame tilted out of the plane by shape-dependent angles and the commutator of the $\pi_k$, were tested against $\mathbf A_k$ computed from Cartesian positions for random masses and shapes; in the tilted frame the curl alone fails to reproduce $S^T\mathbf B$.

## Net rotation from a closed cycle

At $\mathbf L=0$, $\boldsymbol\omega=-\mathbf A_k\dot q^k$. In an in-plane frame this points along $\hat{\mathbf z}$, so the plane stays fixed in space and $\dot\chi=-A_k\dot q^k$, with $\chi$ counterclockwise about $\hat{\mathbf z}$. Time drops out on integration, and Stokes' theorem on the contractible half-space gives

$$\Delta\chi=-\oint A_k\,dq^k=-\tfrac12\Omega,$$

with $\Omega>0$ for a loop counterclockwise as seen from outside the sphere. The potential enters through the path it produces and not otherwise. Another in-plane frame has $S=R_z(\eta(q))$ and $A'=A-d\eta$, which leaves the loop integral unchanged if $\eta$ is single-valued. In a tilted frame $R'=RS$; choosing $R'(0)=1$ means $R(0)=S_0^T$, so $R'$ ends at $S_0^TR_z(\Delta\chi)S_0$, the same angle about the same physical normal.

A circle at polar angle $\kappa$ about $w_3$, counterclockwise, has $\Omega=2\pi(1-\cos\kappa)$ and $\Delta\chi=-\pi(1-\cos\kappa)$. For $\kappa=60^\circ$ this is $-\pi/2$; the direct construction described below gives $-90.000^\circ$. As $\kappa\to90^\circ$ the turn tends to $-\pi$, the great-circle value of the opening argument.

Three conditions limit the formula. At collinear shapes $\mathsf I$ is singular and the normal undefined, so for motion in three dimensions the derivation above covers loops that stay in $w_3>0$. On the $w_3$ axis $\boldsymbol\rho_1$ and $\boldsymbol\rho_2$ are perpendicular and equally long, the two in-plane moments coincide and principal axes are undefined, so a principal-axis frame is not single-valued on a loop round that axis: its axes come back reversed, $\eta$ changes by $\pi$, and its drift differs from $-\Omega/2$ by $\pi$. For $\mathbf L\neq0$, $\boldsymbol\omega=\mathsf I^{-1}\mathbf L-\mathbf A_k\dot q^k$; with $\mathbf L$ along the normal this adds the speed-dependent angle $\int L\,dt/I_{zz}$.

## What a frame can remove

At one shape $q_0$, $S=\exp([\mathbf A_k(q_0)](q^k-q_0^k))$ has $S=1$ and $\boldsymbol\gamma_k=\mathbf A_k$ there, so all components vanish. Along an open curve, $\eta=\int A_k\,dq^k$ removes the tangential component. With coordinates $t^a$ transverse to the curve and zero on it, adding $t^aA_a$ (with $A_a$ evaluated on the curve) to $\eta$ removes the transverse components there too, since the gradient of this term on the curve is $A_a$ along $t^a$ and zero along the curve. On a simply connected surface made of rays from $\mathbf w=0$, the direction of $\mathbf w$ traces a curve, loops enclose no solid angle, and the same integral is path-independent.

The Eckart frame is the first case made systematic. Write $\mathbf x_i=\mathbf x_i^0+m_i^{-1/2}\mathbf l_{ik}Q_k$ with orthonormal $\mathbf l_k$ obeying $\sum_i\sqrt{m_i}\,\mathbf l_{ik}=0$ and $\sum_i\sqrt{m_i}\,\mathbf x_i^0\times\mathbf l_{ik}=0$. The three out-of-plane displacements are one translation and two rotations, so the three $\mathbf l_k$ lie in the plane. Then $\mathbf c_l=\sum_i\sqrt{m_i}\,\mathbf x^0_i\times\mathbf l_{il}+Q_k\sum_i\mathbf l_{ik}\times\mathbf l_{il}=\zeta_{kl}Q_k\hat{\mathbf z}$, with the antisymmetric Coriolis constants $\zeta_{kl}=\sum_i(\mathbf l_{ik}\times\mathbf l_{il})_z$. At $Q=0$, $\mathbf c=0$, so $A=0$, $g_{kl}=\delta_{kl}$, and derivatives of $1/I_{zz}$ do not contribute:

$$B_{kl}(0)=\frac{\zeta_{kl}-\zeta_{lk}}{I_{zz}}=\frac{2\zeta_{kl}}{I_{zz}},\qquad \zeta_{12}^2+\zeta_{13}^2+\zeta_{23}^2=1,$$

the second relation being $|B|=2/I_{zz}$. The $\zeta$ constants are the curvature at the reference shape, and the sum rule is the monopole strength. Uniform scaling moves $\mathbf w$ radially, where $B$ has no component, so the breathing direction $b_k$ obeys $b_k\zeta_{kl}=0$ and is parallel to $(\zeta_{23},\zeta_{31},\zeta_{12})$. Both statements were tested on random triangles with random bases.

Eckart axes are also as good as an in-plane frame can be near the reference, to leading order. A circle of radius $\epsilon$ in the plane of $Q$ perpendicular to $b$ encloses flux $\pi\epsilon^2\cdot2/I_{zz}$ and has length $2\pi\epsilon$, so the mean tangential $A$ has magnitude $\epsilon/I_{zz}$ and the largest $|A|$ on it is at least that. The Eckart value $A_l=\zeta_{kl}Q_k/I_{zz}$ has magnitude $\epsilon/I_{zz}$ all round the circle.

## Symmetric AB$_2$ in valence coordinates

Let the bonds be $r_{1,2}=r\pm u$, the bond angle $2\alpha$, $m=m_B$, $\mu=m/M$. In the bisector frame the B atoms lie, relative to A, at $\mathbf R_1=r_1(-\sin\alpha,\cos\alpha)$ and $\mathbf R_2=r_2(\sin\alpha,\cos\alpha)$. The centre of mass is at $\mu\mathbf s$, $\mathbf s=\mathbf R_1+\mathbf R_2=(-2u\sin\alpha,\ 2r\cos\alpha)$, and referring a bilinear sum to it subtracts $M\mu^2=m\mu$ times the product of $\mathbf s$. The polar angles of $\mathbf R_{1,2}$ are $\pi/2\pm\alpha$, so $\sum(\mathbf R\times d\mathbf R)_z=(r_1^2-r_2^2)\,d\alpha=4ru\,d\alpha$. For $\mathbf s$,

$$s_xds_y-s_yds_x=-2u\sin\alpha\,(2\cos\alpha\,dr-2r\sin\alpha\,d\alpha)+2r\cos\alpha\,(2\sin\alpha\,du+2u\cos\alpha\,d\alpha),$$

which collects to $4ru\,d\alpha+4\sin\alpha\cos\alpha\,(r\,du-u\,dr)$. With $I_{zz}/m=r_1^2+r_2^2-\mu s^2$,

$$A=\frac{4ru(1-\mu)\,d\alpha-4\mu\sin\alpha\cos\alpha\,(r\,du-u\,dr)}{2(r^2+u^2)-4\mu(u^2\sin^2\alpha+r^2\cos^2\alpha)} .$$

At $u=0$ the denominator is $2r^2d$, $d=1-2\mu\cos^2\alpha$, with $\partial_\alpha d=4\mu\sin\alpha\cos\alpha$. There $\partial_uA_\alpha=2(1-\mu)/rd$ and $A_u=-2\mu\sin\alpha\cos\alpha/rd$, so

$$B_{u\alpha}=\partial_uA_\alpha-\partial_\alpha A_u=\frac{2}{rd^2}\big[(1-\mu+\mu\cos2\alpha)\,d-4\mu^2\sin^2\alpha\cos^2\alpha\big].$$

Since $1-\mu+\mu\cos2\alpha=1-2\mu\sin^2\alpha$, the product with $d$ is $1-2\mu+4\mu^2\sin^2\alpha\cos^2\alpha$, and

$$B_{u\alpha}=\frac{2(1-2\mu)}{r\,(1-2\mu\cos^2\alpha)^2}.$$

For a heavy central atom, $\mu\to0$, this is $2/r$. On the $C_{2v}$ surface $A_r=A_\alpha=0$, so $B_{r\alpha}=0$: the two symmetric modes have $\zeta_{12}=0$, the sum rule becomes $\zeta_{13}^2+\zeta_{23}^2=1$, and the force field decides how the unit is shared between them. The remaining $A_u$ is removed on the surface by $\eta=u\,A_u(r,0,\alpha)$, whose gradient at $u=0$ is $A_u$ along $u$ and zero otherwise. All of $A$ then vanishes on the surface, while $\partial_uA'_\alpha=B_{u\alpha}$ brings it back at first order in $u$.

## How large

The result needs masses and geometry alone, so a round model serves: $m_A=20$ u, $m_B=10$ u, $\mu=0.25$, $r_0=1.5$ Å, $\alpha_0=50^\circ$. Then $d=0.793412$ and $I_{zz}=2mr_0^2d=2\times10\times2.25\times0.793412=35.70$ u Å$^2$, equal to the length of $\mathbf w=(17.11,\,0,\,31.34)$ u Å$^2$, and $|B|=2/35.70=0.0560$ rad/(u Å$^2$). The valence component is $B_{u\alpha}=2\times0.5/(1.5\times0.793412^2)=1.0590$ Å$^{-1}$.

The cycle is $u=a\sin s$, $\alpha=\alpha_0+\beta\cos s$ at fixed $r$, with $a=0.15$ Å and $\beta=7.5^\circ=0.1309$ rad. It starts at the top of an ellipse in the $(u,\alpha)$ plane and moves to positive $u$, which is clockwise, so $\oint A\approx-\pi a\beta B_{u\alpha}$ and

$$\Delta\chi\approx\pi\times0.15\times0.1309\times1.0590=0.06533\ \text{rad}=3.743^\circ .$$

The full integral of the closed form is $0.065256$ rad, or $3.739^\circ$, which is $0.11\%$ below the leading-order value. Terms of $B$ linear in the displacement average to zero over the ellipse, so the relative correction is quadratic in amplitude; scaling both amplitudes by $0.2$ and by $0.1$ gives corrections in the ratio $4.002$. About 96 cycles make a full turn. The solid angle is $-0.130511$ sr, and half its negative is $0.065256$ rad.

The local coupling depends on the frame and the loop integral does not. The component $A_s=A_k\,dq^k/ds$ is $-0.0265$ and $-0.0245$ at $s=0$ and $\pi/2$ in the bisector frame, and $-0.0093$ and $-0.0102$ in the Eckart frame, while both must average to $-0.065256/2\pi=-0.0104$. The Eckart values lie near the mean for a reason: at leading order $A_l=\tfrac12B_{kl}Q_k$, and for $Q=e\sin s+f\cos s$ this gives $A_s=-\tfrac12B_{kl}e_kf_l(\sin^2s+\cos^2s)$, a constant, with corrections one order higher in amplitude. The Eckart integral and the ordered product in a tilted frame both return $0.065256$ rad.

One construction uses no $\mathbf A$. Each geometry $\mathbf y_i$ along the cycle is rotated to minimize $\sum_im_i|U\mathbf y_i-\mathbf x_i|^2$ against its predecessor $\mathbf x_i$. Stationarity under a further small rotation gives $\sum_im_i\,\mathbf x_i\times U\mathbf y_i=0$, that is $\sum_im_i\,\mathbf x_i\times\delta\mathbf x_i=0$, zero angular momentum for the step. The accumulated rotation is $0.065256$ rad, unchanged at non-uniform speed and reversed in sign for the reversed cycle. A $C_{2v}$ cycle in $(r,\alpha)$, and a cycle in $(r,\alpha)$ at fixed $u/r=0.1$, both lie on surfaces of rays and give zero to rounding.

Newton's equations give the same law. Damped springs along the three internuclear lines, with rest lengths driven round the cycle, exert equal and opposite central forces and no net torque, so $\mathbf L$ stays zero from rest. After ten periods the shape loop closes to a relative $1.2\times10^{-12}$, and the molecule turns by $0.092237$ rad per period. This exceeds the value for the prescribed cycle; springs of finite stiffness do not hold the shape on the rest-length path, and the comparison that applies is with the loop actually traced, whose $-\Omega/2$ is $0.092237$ rad. The numerical output below lists all values.

## What to do about it

For small-amplitude motion about one minimum, Eckart axes bring $A$ to its leading-order lower bound, and the residual term $-(J_z/I_{zz})\,\zeta_{kl}Q_kp_l$ cannot be removed by any choice of axes, since its coefficients are the curvature. For one large-amplitude coordinate on an open interval, or for motion near the $C_{2v}$ surface, a frame with $A=0$ along the path or on the surface exists, and the component of $A$ along that path or surface returns linearly in the transverse coordinate with slope set by $B$; that slope is zero for the breathing direction, where $B$ has no component, so off the $C_{2v}$ surface $A'_\alpha$ returns at first order in $u$ and $A'_r$ does not. When two coordinates that span solid angle in $\mathbf w$ are both of large amplitude, the frame should be chosen for smoothness and ease of evaluation, and the full operator retained for $J>0$. The $J=1$ state with $J_z=0$ along the plane normal is an exception: in an in-plane frame $A_kJ_z$ annihilates it, and the rotational energy, which changes $J_z$ only by $0$ or $\pm2\hbar$, does not mix it with the other $J=1$ states. Dropping $\mathbf A\cdot\mathbf J$ is a frame-dependent approximation, because it sets $A$ to zero in one frame and to $-\boldsymbol\gamma$ in the others. A new triatomic kinetic operator can be given a necessary test without solving anything: $\mathbf B$ built from its $\mathbf A_k$, cross term included, must have magnitude $2/I_{zz}$ and point along the plane normal. The test is not sufficient, since a gradient added by mistake to an in-plane $A_k$ leaves $B$ unchanged. In trajectory analysis, aligning each geometry to one fixed reference by the mass-weighted least-squares fit, whose stationarity condition is $\sum_im_i\,\mathbf x_i^0\times\mathbf x_i=0$, is the Eckart frame, and at $\mathbf L=0$ its orientation drifts by $-\Omega/2$ per closed cycle; that drift is kinematic and is not a failure of angular momentum conservation.

## Computed results

```
masses m_A, m_B = 20, 10 u; mu = m_B/M = 0.2500
r0 = 1.50 A; alpha0 = 50.0 deg (half bond angle)
amplitudes a = 0.15 A; beta = 7.5 deg = 0.130900 rad
w at reference = (17.1106, -0.0000, 31.3364) u A^2
Izz = |w| = 35.7035 u A^2; |B| = 2/Izz = 0.056017 rad/(u A^2)
1 - 2 mu cos^2(alpha0) = 0.793412
B_u,alpha = 1.059037 1/A
sum of zeta^2 (random triangle, random basis) = 1.0000000000
A_s at s=0: bisector -0.026480, Eckart -0.009316 (rad per rad of s)
A_s at s=pi/2: bisector -0.024529, Eckart -0.010192 (rad per rad of s)
leading order pi a beta B = 0.065327 rad = 3.7429 deg
dchi, closed-form bisector integral = 0.065256 rad = 3.7389 deg
dchi, Eckart-frame integral = 0.065256 rad
solid angle Omega = -0.130511 sr; -Omega/2 = 0.065256 rad
dchi, stepwise alignment = 0.065256 rad
dchi, tilted frame ordered product = 0.065256 rad
dchi, non-uniform speed = 0.065256 rad; reversed = -0.065256 rad
null cycles |dchi|: C2v 4.4e-18 rad; breathing+bend at u/r=0.1 2.4e-16 rad
full/leading - 1 = -0.00109; error ratio, amplitude scale 0.2 vs 0.1 = 4.002
cycles per full turn = 96.3
circle kappa = 60 deg about w3: dchi = -1.57080 rad = -90.000 deg
Newton run: k = 2000 u/T^2, damping = 100 u/T, period T, measured in period 11
Newton: relative shape closure = 1.2e-12; max |L| = 1.7e-10 u A^2/T
Newton: turn per period = 0.092237 rad; -Omega/2 of its loop = 0.092237 rad
```
